# Two-photon decay of parapositronium: lowest-order rate and its accuracy, part 2

**The problem so far.** This examination question treats the two-photon decay of parapositronium, at rest in vacuum with no external fields. The electron has mass \(m\) and charge \(-e\). Units are \(\hbar=c=1\) with \(e^2=4\pi\alpha\); data are \(\alpha=0.0072973526\) and \(mc^2/\hbar=7.763441\times10^{20}\ \mathrm{s^{-1}}\). A program tests the main steps numerically.

The metric is \((+,-,-,-)\). In the Dirac representation \(\beta=\gamma^0=\mathrm{diag}(1,-1)\), and \(\alpha^i=\gamma^0\gamma^i\) has \(\sigma^i\) in both off-diagonal blocks. Spinors obey \(u^\dagger u=v^\dagger v=2E\).

For \(e^-(p_1)\,e^+(p_2)\to\gamma(k_1,\epsilon_1)\,\gamma(k_2,\epsilon_2)\), with \(\not\epsilon^*=\epsilon^*_\mu\gamma^\mu\), the lowest-order amplitude is
\[
\mathcal M=-e^2\,\bar v(p_2)\left[\frac{\not\epsilon_2^*(\not p_1-\not k_1+m)\not\epsilon_1^*}{(p_1-k_1)^2-m^2}+\frac{\not\epsilon_1^*(\not p_1-\not k_2+m)\not\epsilon_2^*}{(p_1-k_2)^2-m^2}\right]u(p_1).\tag{1}
\]
For fermions at rest, \(k_1=m(1,\mathbf n)\) and \(k_2=m(1,-\mathbf n)\), with \(\mathbf n\) a unit vector and \(\boldsymbol\epsilon_{1,2}\) transverse to it. Both denominators equal \(-2m^2\). With unit two-spinors \(\xi,\eta\), \(u=\sqrt{2m}\,(\xi,0)\) and \(v=\sqrt{2m}\,(0,\eta)\), and
\[
\mathcal M=-2ie^2\,\mathbf n\cdot(\boldsymbol\epsilon_1^*\times\boldsymbol\epsilon_2^*)\;\eta^\dagger\xi.\tag{3}
\]
Define \(D=\mathbf n\cdot(\boldsymbol\epsilon_1^*\times\boldsymbol\epsilon_2^*)\) and \(\sigma_n=\boldsymbol\sigma\cdot\mathbf n\). The spin factor \(\eta^\dagger\xi\) is \(-\sqrt2\) for the singlet and zero for the triplet. The polarization sums are
\[
\sum_{\rm pol}|\mathcal M_{\rm singlet}|^2=8e^4\times2=16e^4,\qquad \overline{\sum_{\rm pol}|\mathcal M|^2}=\tfrac14(16e^4+3\times0)=4e^4,\tag{5}
\]
where the bar denotes the average over unpolarized spins. In the computed values, \(++\), \(--\) and \(+-\) label photon helicities.

The \(C\) rule of part (b): a pair with orbital angular momentum \(L\) and total spin \(S\) has \(C=(-1)^{L+S}\), \(N\) photons have \(C=(-1)^N\), and QED conserves \(C\).

**Part (d), answered next.** *Using unit-normalized states in a box, rederive the transition element by second-order perturbation theory with the Dirac Hamiltonian, and obtain the limit of \(\sigma v\) as \(v\to0\) for the singlet and for unpolarized spins. Ignore the Coulomb attraction here.* The box has volume \(V\), and \(\omega\) is a photon energy.

**Answer.** The electron Hamiltonian is \(\boldsymbol\alpha\cdot(\mathbf p+e\mathbf A)+\beta m\), with
\[
\mathbf A=\sum_{\mathbf k\lambda}(2\omega V)^{-1/2}\left[a_{\mathbf k\lambda}\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf x}+a^\dagger_{\mathbf k\lambda}\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf x}\right].
\]
In the hole picture the initial state has an electron in the level \(u_0=(\xi,0)\) of energy \(+m\) and a vacancy in the level \(w_0=(0,\eta)\) of energy \(-m\). Its energy relative to the vacuum is \(2m\). Let \(c_n\) annihilate an electron in level \(n\), and write \(\alpha_j=\boldsymbol\alpha\cdot\boldsymbol\epsilon_j^*\). Each emission moves one electron between plane-wave levels, conserves momentum and carries the factor \(e(2\omega V)^{-1/2}\alpha_j\).

Consider the chain \(u_0\to n\to w_0\) with photon 1 attached to the first link. The level \(n\) has momentum \(-\mathbf k_1\) and is an eigenstate of \(h(-\mathbf k_1)\), where \(h(\mathbf q)=\boldsymbol\alpha\cdot\mathbf q+\beta m\), with eigenvalue \(\varepsilon_n=\pm E_q\).

If \(\varepsilon_n=+E_q\), the level is empty and photon 1 is emitted first. The intermediate energy is \(E_q+m+\omega_1\), so the denominator is \(m-\omega_1-E_q\). The operators give \(c_w^\dagger c_n\,c_n^\dagger c_u=c_w^\dagger c_u\).

If \(\varepsilon_n=-E_q\), the level is full. Its electron first drops into the vacancy and emits photon 2, leaving the original electron, a positron of energy \(E_q\) and the photon. The denominator is \(2m-(m+E_q+\omega_2)\), which equals \(-(m-\omega_1+E_q)\) because \(\omega_1+\omega_2=2m\). The operators now stand as \(c_n^\dagger c_u\,c_w^\dagger c_n=c_uc_w^\dagger\,c_n^\dagger c_n=-c_w^\dagger c_u\). The two minus signs cancel, so both cases have the factor \(1/(m-\omega_1-\varepsilon_n)\), and the sum over all four levels is a matrix inverse:
\[
T_{fi}=\frac{e^2}{2\omega V}\,w_0^\dagger\left[\alpha_2\frac{1}{m-\omega-h(-\mathbf k_1)}\alpha_1+\alpha_1\frac{1}{m-\omega-h(-\mathbf k_2)}\alpha_2\right]u_0 .
\]
With \(\omega=m\) the inverse is \(-h^{-1}=-h/2m^2\), since \(h^2=\mathbf q^2+m^2=2m^2\), and \(h(\mp m\mathbf n)=m(\beta\mp\alpha_n)\) with \(\alpha_n=\boldsymbol\alpha\cdot\mathbf n\). The \(\beta\) terms combine into \(-\beta\{\alpha_1,\alpha_2\}\propto\beta\), and \(w_0^\dagger\beta u_0=0\). The remainder is \((1/2m)[\alpha_2\alpha_n\alpha_1-\alpha_1\alpha_n\alpha_2]\). A product of three \(\alpha\) matrices is off-diagonal, with the corresponding product of Pauli matrices in each block. With \(s_j=\boldsymbol\sigma\cdot\boldsymbol\epsilon_j^*\), which anticommutes with \(\sigma_n\), the block is \(s_2\sigma_ns_1-s_1\sigma_ns_2=\sigma_n[s_1,s_2]=2iD\). Hence
\[
T_{fi}=\frac{e^2}{2mV}\,\frac{iD\,\eta^\dagger\xi}{m}=-\frac{\mathcal M}{4m^2V},\tag{6}
\]
where the last step uses (3). The covariant rule gives the same relation. Equating \(-2\pi i\,\delta(E)\,T_{fi}\) with \(i(2\pi)^4\delta^4\mathcal M/\prod\sqrt{2E_jV}\), and using \((2\pi)^3\delta^3(0)=V\) and \(\prod\sqrt{2E_jV}=4m\omega V^2\), yields \(T_{fi}=-\mathcal M/(4m\omega V)\). The program tests (6), sign included, by diagonalizing \(h\).

*Golden rule.* The rate is \(w=2\pi\sum_f|T_{fi}|^2\delta(2m-2\omega)\). The state \(a^\dagger_{\mathbf k\lambda}a^\dagger_{-\mathbf k\lambda'}|0\rangle\) is the same as \(a^\dagger_{-\mathbf k\lambda'}a^\dagger_{\mathbf k\lambda}|0\rangle\), so a sum over all \(\mathbf k\) counts each final state twice, and \(\sum_f=\tfrac12V\int d^3k/(2\pi)^3\sum_{\rm pol}\). Then
\[
wV=\frac{1}{4m^2}\cdot\frac12\cdot\Phi_2\sum_{\rm pol}|\mathcal M|^2,\qquad
\Phi_2=2\pi\int\frac{d^3k}{(2\pi)^3}\frac{\delta(2m-2\omega)}{4\omega^2}=2\pi\cdot\frac{4\pi}{8\pi^3}\cdot\frac14\cdot\frac12=\frac1{8\pi},
\]
where the last factor \(\tfrac12\) comes from \(\delta(2m-2\omega)=\tfrac12\delta(\omega-m)\). One positron in the box sees an electron density \(1/V\), so \(w=\sigma v/V\), with \(v\) the relative velocity. Using (5) and \(e^4=16\pi^2\alpha^2\),
\[
(\sigma v)_{\rm singlet}=\frac{16e^4}{64\pi m^2}=\frac{4\pi\alpha^2}{m^2},\qquad \overline{\sigma v}=\frac{\pi\alpha^2}{m^2}.\tag{7}
\]
The product \(\sigma v\) is finite at threshold, so the tree-level cross section grows as \(1/v\). For slow free particles the Coulomb attraction raises the density at contact by the standard factor \((2\pi\alpha/v)/(1-e^{-2\pi\alpha/v})\), quoted here without derivation. It is about 6.3 at \(v=\alpha\), still 1.35 at \(v=10\alpha\) and 1.03 at \(v=100\alpha\), so unless \(v\gg\pi\alpha\), (7) alone is not the physical cross section. It is the coefficient that multiplies the true contact density.

Two tests bear on the factors in (7). A direct golden-rule sum over the 54381 distinct photon pairs of a momentum lattice of spacing \(0.05\,m\), with the energy delta function replaced by a Gaussian of width \(0.1\,m\) and the bracket in \(T_{fi}\) evaluated at \(\omega=m\) for each direction, gives \(6.6917626\times10^{-4}\,m^{-2}\), the same digits as \(4\pi\alpha^2/m^2\). The smearing leaves no visible error because the remaining factor \(1/4\omega^2\) cancels the \(\omega^2\) of the density of states, so in the continuum limit only the area of the Gaussian matters. On the lattice the Gaussian must also span enough shells: its width in \(\omega\) is half the energy width, here equal to the spacing, and an energy width of \(0.03\,m\) would leave a relative error of about \(1.5\times10^{-3}\). With the width used, the test bears on the counting of states, the factor \(\tfrac12\) and the polarization sum. The unpolarized cross section, integrated numerically from (1), is tested against Dirac's annihilation formula at three momenta; at a centre-of-mass momentum \(p=0.5\,m\) both give \(2.0724473\times10^{-4}\,m^{-2}\). That formula serves only as a check and enters no step above. At \(p=0.001\,m\) the numerical \(\overline{\sigma v}\) is \(1.672942\times10^{-4}\,m^{-2}\) against \(\pi\alpha^2/m^2=1.672941\times10^{-4}\,m^{-2}\).

## Part (e)

*Express the decay rate of a singlet S state through its nonrelativistic wave function, stating the approximation made. Find the rate for the 1S and 2S states.*

**Answer.** At leading order in \(\alpha\) the atom is a superposition of free pairs,
\[
|\mathrm{Ps}\rangle=\sum_{\mathbf p}c_{\mathbf p}\,|\mathbf p,-\mathbf p;\text{singlet}\rangle,\qquad c_{\mathbf p}=\phi(\mathbf p)/\sqrt V,\qquad\int\!\frac{d^3p}{(2\pi)^3}|\phi|^2=1 .
\]
The two-particle wave function is \(\sum c_{\mathbf p}e^{i\mathbf p\cdot(\mathbf r_1-\mathbf r_2)}/V=V^{-1/2}\psi(\mathbf r)\), so \(\psi(\mathbf r)=\int d^3p\,(2\pi)^{-3}\phi(\mathbf p)e^{i\mathbf p\cdot\mathbf r}\) is the normalized relative wave function. The transition element is linear in the initial state, \(T_{\rm Ps}=\sum_{\mathbf p}c_{\mathbf p}T(\mathbf p)\). The momenta in the atom are of order \(m\alpha\), whereas \(T(\mathbf p)\) varies on the scale \(m\) set by the propagator denominators. The approximation is \(T(\mathbf p)\approx T(0)\), together with photon energies \(\omega\approx m\), which neglects the binding energy, a change of relative order \(\alpha^2\). Then
\[
T_{\rm Ps}=T(0)\,\sqrt V\int\!\frac{d^3p}{(2\pi)^3}\phi(\mathbf p)=T(0)\sqrt V\,\psi(0),
\]
and the golden rule of part (d) is multiplied by \(V|\psi(0)|^2\):
\[
\Gamma=(\sigma v)_{\rm singlet}\,|\psi(0)|^2.\tag{8}
\]
In position space the annihilation acts over a distance \(1/m\), much smaller than the atom, and samples the density at contact. The atom is a pure singlet, so the singlet value in (7) is needed; the spin average would give a rate four times too small. For \(L>0\), \(\psi(0)=0\) and (8) gives zero. Two-photon decay can then come only from terms in the derivatives of \(\psi\), and for a singlet of odd \(L\) these vanish as well, by the \(C\) rule of part (b).

The relative motion has \(H=\mathbf p^2/2m+\mathbf p^2/2m-\alpha/r=\mathbf p^2/m-\alpha/r\), which corresponds to a reduced mass \(m/2\). For \(\psi\propto e^{-\kappa r}\), \(\nabla^2\psi=(\kappa^2-2\kappa/r)\psi\). The \(1/r\) terms cancel if \(2\kappa/m=\alpha\), and the energy is \(-\kappa^2/m\):
\[
\kappa=\frac{m\alpha}2,\qquad E_{1S}=-\frac{m\alpha^2}4 .
\]
The function has no node and is the ground state. From \(4\pi\int_0^\infty r^2e^{-2\kappa r}dr=4\pi\cdot2/(2\kappa)^3=\pi/\kappa^3\),
\[
|\psi_{1S}(0)|^2=\frac{\kappa^3}\pi=\frac{m^3\alpha^3}{8\pi}.\tag{9}
\]
Combining (7), (8) and (9),
\[
\Gamma_{1S}=\frac{4\pi\alpha^2}{m^2}\cdot\frac{m^3\alpha^3}{8\pi}=\frac{\alpha^5m}2\;\longrightarrow\;\frac{\alpha^5mc^2}{2\hbar},\tag{10}
\]
since \(mc^2/\hbar\) is the only frequency that can be built from \(m\), \(c\) and \(\hbar\). With the Hartree energy \(E_h=\alpha^2mc^2\) this is \(\tfrac12\alpha^3E_h/\hbar\).

For 2S try \(r\psi\propto f=(r-br^2)e^{-br}\). Differentiating twice,
\[
f''=\left[-2b-2b(1-2br)+b^2(r-br^2)\right]e^{-br}=b^2f-\frac{4b}{r}f .
\]
The radial equation \(-f''/m-\alpha f/r=Ef\) holds if \(b=m\alpha/4=\kappa/2\), with \(E=-b^2/m\), and the single node identifies the state as 2S. The norm is \(4\pi\int f^2dr=(4\pi/b^3)\left(\tfrac14-\tfrac34+\tfrac34\right)=\pi/b^3\), the three terms coming from \(\int_0^\infty r^ke^{-2br}dr=k!/(2b)^{k+1}\) with \(k=2,3,4\) and coefficients \(1,-2b,b^2\). Since \(f/r\to1\) at the origin, \(|\psi_{2S}(0)|^2=b^3/\pi=m^3\alpha^3/64\pi\), and the two-photon rate is \(\Gamma_{1S}/8\).

## Part (f)

*Evaluate the 1S rate and lifetime and the two-photon lifetime of the 2S state.*

**Answer.** The inverse radius is \(\kappa=m\alpha/2=3.648676\times10^{-3}\,m\), so the atom has radius \(1/\kappa=274.07\,m^{-1}\), and \(E_{1S}=-1.33128\times10^{-5}\,m\). Equation (9) gives \(|\psi(0)|^2=1.54617\times10^{-8}\,m^3\). A finite-difference solution of the radial equation gives \(1.54616\times10^{-8}\,m^3\), and the program tests agreement with (9) to one part in \(10^4\), for 2S as well. From (8),
\[
\Gamma=6.69176\times10^{-4}\,m^{-2}\times1.54617\times10^{-8}\,m^3=1.03466\times10^{-11}\,m ,
\]
in agreement with \(\alpha^5/2=2.069315\times10^{-11}/2=1.034658\times10^{-11}\). The purely numerical route, lattice sum times grid density, also gives \(1.03466\times10^{-11}\,m\). Converting,
\[
\Gamma=1.034658\times10^{-11}\times7.763441\times10^{20}\ \mathrm{s^{-1}}=8.0325\times10^{9}\ \mathrm{s^{-1}},\qquad \tau=\frac1\Gamma=124.49\ \mathrm{ps}.
\]
These digits are those of formula (10); how many are physical is the subject of part (g). The width is about a millionth of the binding energy, so the golden rule for a slowly decaying stationary state applies. For 2S, \(|\psi(0)|^2=1.93271\times10^{-9}\,m^3\), and the partial lifetime against two-photon decay is eight times longer, 996 ps.

## Part (g)

*A candidate argues that, since \(p^2/m^2\sim\alpha^2\) in the atom, (10) is accurate to relative order \(\alpha^2\), and gives the lifetime as 125 ps. Assess both statements.*

**Answer.** The premise about the amplitude is right. Near \(\mathbf p=0\) the denominators in (1) stay close to \(-2m^2\), so the amplitude has a Taylor expansion in \(\mathbf p/m\). A term linear in \(\mathbf p\) would annihilate a P wave. For the singlet that state has \(C=(-1)^{1+0}=-1\) and cannot reach two photons, so the singlet amplitude changes first at order \(p^2\); for the triplet \(C=(-1)^{1+1}=+1\) and a linear term is allowed. The program tests both powers and finds 2.000 and 1.000.

The conclusion fails because of the tail of \(\phi\). The angular integral of the Fourier transform gives \(\phi(p)=(4\pi/p)\,\psi(0)\int_0^\infty r\sin(pr)e^{-\kappa r}dr\), and the integral is \(\mathrm{Im}\,(\kappa-ip)^{-2}=2\kappa p/(p^2+\kappa^2)^2\). Thus
\[
\phi(p)=\frac{8\pi\kappa\,\psi(0)}{(p^2+\kappa^2)^2},\qquad
\frac{1}{\psi(0)}\,\frac{4\pi p^2dp}{(2\pi)^3}\,\phi(p)=\frac{4\kappa}\pi\frac{p^2\,dp}{(p^2+\kappa^2)^2}.
\]
This weight integrates to one: the substitution \(p=\kappa\tan\theta\) turns it into \((4/\pi)\sin^2\theta\,d\theta\) on \((0,\pi/2)\). The decay amplitude is weighted by \(\phi\) itself and not by \(|\phi|^2\), and the weight falls only as \(1/p^2\). The share of \(\psi(0)\) that comes from \(p>m\) is \((4\kappa/\pi)\int_m^\infty dp/p^2=2\alpha/\pi\), up to relative order \(\kappa^2/m^2\). Quadrature gives \(4.6456\times10^{-3}\), equal to \(2\alpha/\pi\) to those digits. In that region neither \(T(\mathbf p)\approx T(0)\) nor the Schrödinger wave function is valid.

To see the consequence, let \(F(p)\) be the angular average of \(T(\mathbf p)/T(0)\). The relative change of the bound-state amplitude is
\[
\delta=\frac{4\kappa}\pi\int_0^\infty\frac{p^2}{(p^2+\kappa^2)^2}\,[F(p)-1]\,dp .
\]
Inserting only the term \(F-1=-c\,p^2/m^2\), with \(c\) a pure number, makes the integrand constant at large \(p\), and the integral diverges linearly. The expansion in \(p^2/m^2\) therefore cannot be integrated term by term. If \(F\) stays bounded, one may instead set \(\kappa\to0\) in the denominator, and \(\delta\approx(2\alpha/\pi)\,m\int_0^\infty(F-1)\,dp/p^2\). This converges at both ends and is dominated by \(p\sim m\), so \(\delta\) is of order \(\alpha\). The error of dropping \(\kappa\) is \(-(4\kappa c/\pi m^2)\int_0^\infty[p^4/(p^2+\kappa^2)^2-1]\,dp\), where the integral converges and is proportional to \(\kappa\). This term is of order \(\kappa^2/m^2\sim\alpha^2\), the size that the candidate's argument predicts.

The program tests the scaling in a model where \(F\) is the on-shell tree amplitude (1) for a free pair of momentum \(p\), divided by its value at rest and multiplied by the normalization factor \(m/E\) of the two fermions, while the photon factors \((2\omega)^{-1/2}\) are kept at \(\omega=m\). It finds \(\delta=-5.7\times10^{-3}=-0.78\,\alpha\) relative to the lowest-order amplitude. Doubling \(\kappa\) gives an effective power 0.993, whose departure from one is of the relative order \(\alpha\) expected from the subleading term. This number is not the correction to the rate. A free pair of momentum \(p\) has energy \(2E\), not the mass of the atom, so the model amplitude is not the true one, and vertex and self-energy loops and the exchange of transverse photons enter at the same order. The model shows only that momenta \(p\sim m\) can contribute at relative order \(\alpha\); it does not give the sum of all such contributions. Four-photon decay, the next channel allowed by \(C\), needs two more vertices and enters the rate at relative order \(\alpha^2\).

The argument for the first statement therefore fails: contributions of relative order \(\alpha\) arise, nothing shown here makes them cancel, and without calculating their sum (10) can be trusted only to relative order \(\alpha\). The corresponding scale in the lifetime is \(\alpha\tau=0.91\) ps, an estimate of size with an undetermined coefficient, and not a bound. On the second statement, formula (10) gives 124.49 ps, which rounds to 124 ps at three figures. The value 125 ps exceeds it by 0.41% of \(\tau\), which is less than \(\alpha=0.73\%\). The figure is thus compatible with the calculation at the accuracy the calculation has, about 1 ps, but it is not the value of the formula, and the third figure of the true lifetime cannot be fixed without the one-loop correction.

The result also depends on the setting stated at the start. A magnetic field couples with opposite sign to the two spins and mixes the singlet with the triplet state of zero spin projection, which shares the two-photon rate between them. In matter the positron overlaps with other electrons, and (9) no longer gives the contact density.

## Computed values

```
units: hbar = c = m_e = 1 unless stated
alpha = 0.0072973526, 1/alpha = 137.035999, alpha^5 = 2.069315e-11
m c^2/hbar = 7.763441e+20 1/s
eta^dagger xi, singlet = -1.414214
|M| singlet, parallel linear = 0.000000 e^2
|M| singlet, perpendicular linear = 2.828427 e^2
M singlet, ++ = -2.828427 e^2, -- = 2.828427 e^2
|M| singlet, +- = 0.000000 e^2
sum_pol |M|^2 singlet = 16.000000 e^4, largest triplet = 0.000000 e^4
sum_pol |M|^2 spin average = 4.000000 e^4
two-body phase space, lattice = 0.03978874, 1/(8 pi) = 0.03978874
box: dk = 0.05 m, energy width = 0.1 m, photon pairs = 54381
sigma v singlet, box sum = 6.6917626e-04 1/m^2
sigma v singlet, 4 pi alpha^2 = 6.6917626e-04 1/m^2
sigma v average at p = 0.001 m = 1.672942e-04 1/m^2
pi alpha^2 = 1.672941e-04 1/m^2
sigma at p = 0.5 m: sum = 2.0724473e-04, Dirac = 2.0724473e-04 1/m^2
kappa = 3.648676e-03 m, radius 1/kappa = 274.072 1/m
E(1S): grid = -1.33128e-05, formula = -1.33128e-05 m
|psi(0)|^2 1S: grid = 1.54616e-08, formula = 1.54617e-08 m^3
|psi(0)|^2 2S: grid = 1.93271e-09, formula = 1.93271e-09 m^3
power of p: singlet change = 2.000, triplet amplitude = 1.000
share of psi(0) from p > m = 4.64560e-03, 2 alpha/pi = 4.64564e-03
folded tree amplitude, relative shift (estimate) = -5.705e-03
that shift / alpha = -0.782, power of alpha = 0.993
Gamma: numerical route = 1.03466e-11 m, alpha^5/2 = 1.034658e-11 m
Gamma = 8.03250e+09 1/s
lifetime 1S = 124.49 ps
size of neglected terms, alpha*tau = 0.91 ps
125 ps / lifetime - 1 = 0.0041
two-photon lifetime 2S = 996.0 ps (grid 996.0 ps)
```
